# Equal-spin triplet pairs from rotated exchange axes in ferromagnetic bilayers, part 1

(Sections cited here and not found follow in the second part.)

## From singlets to equal-spin pairs along one path

Two ferromagnetic layers lie on a superconductor, and the pair amplitude is followed 20 nm into the second layer. In the model worked out below, with an exchange energy of 30 meV in both layers and a temperature of 4.2 K, the amplitude there is 0.00084 of its value at the superconductor when the two exchange fields are parallel. When the field of the first layer, 3 nm thick, is turned by 90 degrees, the amplitude at the same place is 0.062, about 73 times larger. Neither the strength of the exchange field nor the distance has changed. What has changed is the spin state of the pairs that enter the second layer.

The normal-state Hamiltonian for one electron is

$$H=\xi(\mathbf p)+V(\mathbf r)-\mathbf h(\mathbf r)\cdot\boldsymbol\sigma ,$$

where $\xi$ is the kinetic energy measured from the Fermi level, $V$ is a spin-independent disorder potential and $\boldsymbol\sigma$ is the vector of Pauli matrices. The exchange field $\mathbf h$ has the dimension of an energy. An electron with spin along $\mathbf h$ has energy $-h$ and one with spin against it has $+h$, so $h$ is half the spin splitting. The algebra uses atomic units, with $\hbar=1$. Superconductivity is treated in mean field, and orbital effects of magnetic fields are left out at this point.

In the basis $(c_\uparrow,c_\downarrow,c^\dagger_\uparrow,c^\dagger_\downarrow)$ the Bogoliubov-de Gennes Hamiltonian of a singlet superconductor is

$$\mathcal H=\begin{pmatrix}H&\Delta\, i\sigma_y\\(\Delta\, i\sigma_y)^\dagger&-H^*\end{pmatrix},\qquad i\sigma_y=\begin{pmatrix}0&1\\-1&0\end{pmatrix}.$$

The pair amplitude $F$ at the Matsubara frequency $\omega$ is the upper right block of $(i\omega-\mathcal H)^{-1}$. If the pairing is weak, it is enough to keep the first order in $\Delta$. The electron then propagates with $G(i\omega)=(i\omega-H)^{-1}$, the pairing acts once, and the hole propagates with $(i\omega+H^*)^{-1}$:

$$F=G(i\omega)\,\Delta\, i\sigma_y\,(i\omega+H^*)^{-1}.$$

Since $H$ is Hermitian, $H^*=H^T$, and therefore

$$(i\omega+H^T)^{-1}=-\left(-i\omega-H^T\right)^{-1}=-G(-i\omega)^T .$$

The full transpose exchanges the two positions as well as the two spin indices. Written out in position, with $T$ from now on acting on spin alone, the amplitude at one point is

$$F(x,x)=-\int dx'\,\Delta(x')\,G(x,x';i\omega)\,i\sigma_y\,G(x,x';-i\omega)^T .$$

Both partners of the pair thus travel between the same two points, one at frequency $\omega$ and the other at $-\omega$.

Take first a straight path with $x>x'$ and Fermi speed $v$, and let $\omega>0$. When $h$ and $\omega$ are much smaller than the Fermi energy, the kinetic energy can be linearized about the two Fermi points. For a right mover the fast factor $e^{ik_Fx}$ is split off, and the remaining envelope $g$ obeys

$$\left(i\omega+iv\,\partial_x+\mathbf h\cdot\boldsymbol\sigma\right)g=\delta(x-x').$$

Away from the source this gives $\partial_xg=(-\omega+i\mathbf h\cdot\boldsymbol\sigma)g/v$. The solution falls off to the right, so it is the acceptable one for $x>x'$, and it vanishes for $x<x'$. The jump at the source is fixed by $iv\,g(x'^+)=1$, that is, $g(x'^+)=-i/v$. At frequency $-\omega$ the right mover would grow to the right, so the left mover has to be used. Its kinetic energy has the opposite sign:

$$\left(-i\omega-iv\,\partial_x+\mathbf h\cdot\boldsymbol\sigma\right)g=\delta(x-x').$$

Away from the source, $\partial_xg=(-\omega-i\mathbf h\cdot\boldsymbol\sigma)g/v$, and the jump is $g(x'^+)=i/v$.

Let $t=(x-x')/v$ be the travel time. The two propagators are then

$$G(i\omega)=-\frac iv\,e^{ik_F(x-x')}e^{-\omega t}\,U,\qquad \frac{dU}{dt}=i\,\mathbf h\cdot\boldsymbol\sigma\,U,$$

$$G(-i\omega)=\frac iv\,e^{-ik_F(x-x')}e^{-\omega t}\,W,\qquad \frac{dW}{dt}=-i\,\mathbf h\cdot\boldsymbol\sigma\,W,$$

with $U=W=1$ at $t=0$. The field is taken at the place reached at time $t$. In the product the fast phases cancel and $(-i/v)(i/v)=1/v^2$. A source at $x'$ therefore contributes $-\Delta(x')/v^2$ times the matrix

$$M\,i\sigma_y=e^{-2\omega t}\,U\,i\sigma_y\,W^T .$$

This defines $M$, which starts as the unit matrix. Its equation of motion follows by differentiation:

$$\frac{dM}{dt}\,i\sigma_y=-2\omega M\,i\sigma_y+i\,\mathbf h\cdot\boldsymbol\sigma\,M\,i\sigma_y-i\,M\,i\sigma_y\,\mathbf h\cdot\boldsymbol\sigma^T .$$

The transposed matrices are removed with the identity $i\sigma_y\boldsymbol\sigma^T=-\boldsymbol\sigma\, i\sigma_y$. It holds for $\sigma_x$ and $\sigma_z$ because they are symmetric and anticommute with $\sigma_y$, and for $\sigma_y$ because $\sigma_y^T=-\sigma_y$. The last term becomes $+iM\,\mathbf h\cdot\boldsymbol\sigma\,i\sigma_y$, and the common factor on the right can be dropped:

$$\frac{dM}{dt}=-2\omega M+i\{\mathbf h\cdot\boldsymbol\sigma,M\}.$$

The exchange field enters through an anticommutator. A common precession of two spins would have given a commutator, which leaves a singlet alone. The difference arises because the second partner is propagated at the opposite frequency and in the opposite direction, and its exchange phase has the opposite sign. For $\omega<0$ the matrices $U$ and $W$ change places. The damping is then $2|\omega|$ and the anticommutator acquires the factor $s=\operatorname{sgn}\omega$.

Any two-by-two matrix can be written as

$$M=f_s+\mathbf d\cdot\boldsymbol\sigma ,$$

with a singlet amplitude $f_s$ and a triplet vector $\mathbf d$. From $\{\mathbf h\cdot\boldsymbol\sigma,1\}=2\,\mathbf h\cdot\boldsymbol\sigma$ and $\{\mathbf h\cdot\boldsymbol\sigma,\mathbf d\cdot\boldsymbol\sigma\}=2\,\mathbf h\cdot\mathbf d$ one reads off

$$\frac{df_s}{dt}=-2|\omega|f_s+2is\,\mathbf h\cdot\mathbf d,\qquad \frac{d\mathbf d}{dt}=-2|\omega|\mathbf d+2is\,\mathbf h\,f_s .$$

The singlet drives $\mathbf d$ along the field, and that component drives the singlet in return. A component of $\mathbf d$ perpendicular to $\mathbf h$ appears in neither exchange term. It is damped at the rate $2|\omega|$ and is otherwise constant. This is the protection from exchange dephasing. It holds on each path separately, before any average is taken. The sign $s$ also shows that triplets made from a singlet change sign with $\omega$, while the singlet itself does not.

For a uniform field along the unit vector $\mathbf n$, put $d_\parallel=\mathbf n\cdot\mathbf d$. With the damping factor $e^{-2|\omega|t}$ set aside and $s=1$, the sum and the difference of the two equations give

$$f_s(t)\pm d_\parallel(t)=e^{\pm2iht}\left[f_s(0)\pm d_\parallel(0)\right].$$

An initial singlet becomes $f_s=\cos2ht$ and $d_\parallel=i\sin2ht$. On a single path nothing is lost: the amplitude swings back and forth between singlet and triplet. The loss comes from adding paths with different travel times, whose phases $2ht$ disagree.

The phase has a simple origin in momentum. At the Fermi level an electron with spin along $\mathbf h$ has the wave number $k_F+h/v$, and one with the opposite spin has $k_F-h/v$. A pair of opposite spins moving in opposite directions has the total wave number $(k_F+h/v)-(k_F-h/v)=2h/v$, and over a distance $vt$ this gives the phase $2ht$. Two electrons with equal spins have opposite wave numbers of the same size, so their sum is zero and no such phase accumulates.

Now let the pair cross a first layer with field $h_1\mathbf n_1$ in the time $t_1$ and then a second layer with field $h_2\mathbf n_2$ in the time $t_2$. Write $\alpha_1=h_1t_1$ and $\alpha_2=h_2t_2$. At the end of the first layer

$$f_s=\cos2\alpha_1,\qquad \mathbf d=i\sin2\alpha_1\,\mathbf n_1 .$$

The angle between the fields is $\theta$, and $\mathbf e$ is the unit vector perpendicular to $\mathbf n_2$ in the plane of the two fields, so that

$$\mathbf n_1=\cos\theta\,\mathbf n_2+\sin\theta\,\mathbf e .$$

In the second layer the combinations $f_s\pm\mathbf n_2\cdot\mathbf d$ start from $\cos2\alpha_1\pm i\cos\theta\sin2\alpha_1$ and are multiplied by $e^{\pm2i\alpha_2}$. Half their sum and half their difference are

$$f_s=\cos2\alpha_1\cos2\alpha_2-\cos\theta\sin2\alpha_1\sin2\alpha_2 ,$$

$$\mathbf n_2\cdot\mathbf d=i\left(\cos2\alpha_1\sin2\alpha_2+\cos\theta\sin2\alpha_1\cos2\alpha_2\right).$$

The remaining component stays as it was at the interface:

$$\mathbf e\cdot\mathbf d=i\sin\theta\,\sin2\alpha_1 .$$

It doesn't contain $\alpha_2$. When many paths with different $t_2$ are added, the first two expressions average towards zero and the third survives, apart from its damping. The result also shows the two things needed to obtain it. The first layer must turn singlets into triplets, which requires $\sin2\alpha_1\neq0$, and the second axis must differ from the first, which requires $\sin\theta\neq0$. A rotation of the axis by itself makes no triplets, and antiparallel layers are as ineffective as parallel ones.

This path law was tested on a lattice, without linearizing the kinetic energy. The Bogoliubov-de Gennes matrix of a chain with unit hopping was inverted at the band centre, where the speed is 2. The first layer had 40 sites, the field was 0.02 in both layers, the angle was 65 degrees and $\omega$ was 0.001. With $2\alpha_1=2\times0.02\times40/2=0.8$, the law gives $\sin65^\circ\sin0.8=0.650$. The inversion gave 0.6501 for a second layer of 60 sites and 0.6502 for one of 137 sites, after division by the damping factor. Over all three components and both lengths the largest deviation from the law was $8.3\times10^{-5}$, on the scale where the initial singlet is 1.

What the surviving component means in terms of electron spins depends on the axis used to describe it. Let $\mathbf n_2$ be the $z$ axis and $\mathbf e$ the $x$ axis. Multiplying the Pauli matrices by $i\sigma_y$ gives

$$\sigma_z\,i\sigma_y=\begin{pmatrix}0&1\\1&0\end{pmatrix},\qquad \sigma_x\,i\sigma_y=\begin{pmatrix}-1&0\\0&1\end{pmatrix}.$$

The component $d_z$ therefore belongs to $\uparrow\downarrow+\downarrow\uparrow$, the triplet with zero spin projection on the second field. The component $d_x$ has the entries $F_{\uparrow\uparrow}=-d_x$ and $F_{\downarrow\downarrow}=d_x$, which are equal-spin pairs.

The same conversion can be seen by rotating both electrons. With $c=\cos(\theta/2)$ and $r=\sin(\theta/2)$, the spin states along and against $\mathbf n_1$ are

$$|+\rangle=c|\uparrow\rangle+r|\downarrow\rangle,\qquad |-\rangle=-r|\uparrow\rangle+c|\downarrow\rangle .$$

Their two products are

$$|+-\rangle=-cr|\uparrow\uparrow\rangle+c^2|\uparrow\downarrow\rangle-r^2|\downarrow\uparrow\rangle+cr|\downarrow\downarrow\rangle ,$$

$$|-+\rangle=-cr|\uparrow\uparrow\rangle-r^2|\uparrow\downarrow\rangle+c^2|\downarrow\uparrow\rangle+cr|\downarrow\downarrow\rangle .$$

Adding them and using $2cr=\sin\theta$ and $c^2-r^2=\cos\theta$ gives

$$\frac{|+-\rangle+|-+\rangle}{\sqrt2}=\cos\theta\,\frac{|\uparrow\downarrow\rangle+|\downarrow\uparrow\rangle}{\sqrt2}-\frac{\sin\theta}{\sqrt2}|\uparrow\uparrow\rangle+\frac{\sin\theta}{\sqrt2}|\downarrow\downarrow\rangle .$$

The difference $|+-\rangle-|-+\rangle$ equals $|\uparrow\downarrow\rangle-|\downarrow\uparrow\rangle$, because $c^2+r^2=1$. The singlet is the same for every axis, which is why a change of axis cannot convert it.

No spin is flipped at the interface. A pair with zero projection on $\mathbf n_1$ is at the same time a superposition of pairs with projections $0$, $+1$ and $-1$ on $\mathbf n_2$. The second field mixes the first of these with the singlet, by an amount that depends on the path, and leaves the other two without an exchange phase. At 90 degrees the zero-projection triplet of the first layer consists entirely of equal-spin pairs of the second.

The process can be reversed. If a third layer with axis $\mathbf n_3$ and phase $\alpha_3$ follows, the surviving triplet adds to the singlet the amount

$$i\sin2\alpha_3\;\mathbf n_3\cdot\mathbf e\;\,i\sin\theta\sin2\alpha_1=-\sin\theta\,(\mathbf n_3\cdot\mathbf e)\,\sin2\alpha_1\sin2\alpha_3 .$$

A singlet superconductor on the far side can receive this contribution if the third axis has a component along $\mathbf e$. For a third axis parallel to the second it vanishes.

On each single path, the first layer turns singlets into triplets, and the triplet component perpendicular to the second field crosses the second layer without an exchange phase. It remains to average over the paths in a diffusive metal, to join the two layers, and to work out the example and its limits.

Numbers in the example were calculated in double precision.
